# Focusing of small deviations in a row of colliding hard spheres

## The hard-sphere row

### The question and the model

When an ion strikes a metal target during sputtering, it sets target atoms in motion, and some of them start nearly along a close-packed row. Such an atom strikes its neighbour, which strikes the next. Each blow may turn the motion closer to the row or further away from it. In the first case energy runs along the row as a narrow pulse; in the second the pulse soon leaves it. The question is which property of the row decides between the two.

The model is a straight row of identical atoms of mass $m$, at rest on sites a distance $D$ apart. Two atoms do not interact until their centres are a distance $d$ apart, where they collide elastically as smooth hard spheres. The length $d$ is the collision diameter, and $d<D$, so that neighbours at rest do not touch. Collisions take place one pair at a time, and the pulse is followed in the forward direction. Side rows, thermal motion and energy loss to electrons are left out here and are sized later. The ratio

$$
\lambda=\frac{D}{d}>1
$$

is the single parameter of the geometry.

Let $\theta_n$ be the angle between the row and the velocity of atom $n$ when it leaves its site, counted positive anticlockwise. The starting velocity and the row define a plane. Both centres lie in that plane at contact, so the blow acts in it and the struck atom stays in it. For atoms on their sites, a two-dimensional treatment is therefore sufficient.

The result to be derived is that small deviations obey

$$
\theta_{n+1}=-(\lambda-1)\,\theta_n ,
$$

and hence shrink if and only if $D<2d$. At larger angles the condition changes, and its complete form is also derived.

### Where the spheres touch

Place the moving atom at the origin and its neighbour at $(D,0)$. Take $0<\theta<\pi/2$; negative angles follow by reflection in the row. The moving atom travels along the unit vector $\mathbf u=(\cos\theta,\sin\theta)$. After a path $s$ its centre is at $s\mathbf u$, and contact requires

$$
(D-s\cos\theta)^2+s^2\sin^2\theta=d^2 .
$$

Expanding the square and using $\cos^2\theta+\sin^2\theta=1$ gives

$$
s^2-2sD\cos\theta+D^2-d^2=0 .
$$

The two roots are

$$
s=D\cos\theta\pm\sqrt{D^2\cos^2\theta-D^2+d^2}
 =D\cos\theta\pm\sqrt{d^2-D^2\sin^2\theta}.
$$

Their sum, $2D\cos\theta$, and their product, $D^2-d^2$, are positive, so real roots are both positive. The first contact belongs to the smaller root, with the minus sign. The roots are real if

$$
\sin\theta\le\frac{1}{\lambda}.
$$

At larger angles the atom misses its neighbour and the sequence ends.

The unit vector along the line of centres, from the moving atom to the struck one, is

$$
\mathbf n=\frac{1}{d}\,(D-s\cos\theta,\,-s\sin\theta).
$$

Let $\phi$ be the angle between $\mathbf u$ and $\mathbf n$. Their scalar product is

$$
\cos\phi=\mathbf u\cdot\mathbf n
=\frac{D\cos\theta-s}{d}
=\sqrt{1-\lambda^2\sin^2\theta}\ge0,
$$

where the last form uses the smaller root. The component of the vector product normal to the plane is

$$
u_xn_y-u_yn_x
=\frac{-s\sin\theta\cos\theta-D\sin\theta+s\sin\theta\cos\theta}{d}
=-\lambda\sin\theta .
$$

The negative sign means that $\mathbf n$ is turned clockwise from $\mathbf u$. Since the cosine is not negative, the turn is the acute angle

$$
\phi=\arcsin(\lambda\sin\theta).
$$

The line of centres thus makes the angle $\theta-\phi$ with the row.

### The direction and energy of the struck atom

Smooth spheres exert no tangential force, so the impulse on the struck atom is $J\mathbf n$. If the incoming velocity is $\mathbf v$, the velocities afterwards are $\mathbf v-(J/m)\mathbf n$ for the incoming atom and $(J/m)\mathbf n$ for the struck one. Conservation of kinetic energy, divided by $m/2$, reads

$$
v^2=v^2-2\frac{J}{m}\,\mathbf v\cdot\mathbf n+2\left(\frac{J}{m}\right)^2 .
$$

The root $J=0$ describes no collision. The other root is $J/m=\mathbf v\cdot\mathbf n$. The struck atom therefore leaves along $\mathbf n$ with speed $v\cos\phi$. Writing primes for its angle and energy,

$$
\theta'=\theta-\arcsin(\lambda\sin\theta),
\qquad
\frac{E'}{E}=\cos^2\phi=1-\lambda^2\sin^2\theta .
$$

Because $\lambda>1$, the arcsine exceeds $\theta$, and $\theta'$ has the opposite sign to $\theta$. An atom moving upward strikes its neighbour from above the row and drives it downward. The deviation alternates in sign along the row.

### Small angles

For small $\theta$, use $\sin\theta=\theta-\theta^3/6+\dots$ and $\arcsin x=x+x^3/6+\dots$. Then

$$
\arcsin(\lambda\sin\theta)
=\lambda\theta-\frac{\lambda\theta^3}{6}+\frac{\lambda^3\theta^3}{6}+\dots ,
$$

and subtraction from $\theta$ gives

$$
\theta'=-(\lambda-1)\theta-\frac{\lambda(\lambda^2-1)}{6}\,\theta^3+\dots
$$

To leading order the size of the deviation is multiplied by $\lambda-1$, which is positive. It shrinks when $\lambda-1<1$, that is, when

$$
D<2d .
$$

The two parts of the factor have a direct meaning. The line on which the atom moves passes its neighbour at a distance of about $D\theta$. A sphere of diameter $d$ turns this miss distance into an angle $D\theta/d=\lambda\theta$ between the incoming motion and the line of centres. The incoming motion was itself tilted by $\theta$ the other way, which leaves $(\lambda-1)\theta$ relative to the row. Large spheres on a given spacing turn a miss distance into a small angle, and so they focus.

At $D=2d$ the linear factor has size one and the cubic term decides. Its coefficient is then $2\cdot3/6=1$, so $|\theta'|=|\theta|+|\theta|^3+\dots$ and the deviation grows. The inequality in the condition is therefore strict. At the other end, as $d$ approaches $D$, the factor tends to zero and one collision almost aligns the motion with the row.

### Finite angles

A collision reduces a positive angle if $\phi-\theta<\theta$, or

$$
\arcsin(\lambda\sin\theta)<2\theta .
$$

If $\theta>\pi/4$, the right side exceeds $\pi/2$. The left side cannot, so every such hit focuses. If $\theta\le\pi/4$, both sides lie between zero and $\pi/2$, where the sine increases. Taking the sine of both sides and dividing by $\sin\theta>0$ gives

$$
\lambda\sin\theta<2\sin\theta\cos\theta
\quad\Longleftrightarrow\quad
\cos\theta>\frac{\lambda}{2}.
$$

Three cases follow.

- For $1<\lambda<\sqrt2$, angles up to $\pi/4$ have $\cos\theta\ge1/\sqrt2>\lambda/2$, and larger angles focus by the first argument. Every collision that occurs reduces the angle.
- For $\sqrt2\le\lambda<2$, a hit requires $\sin\theta\le1/\lambda\le1/\sqrt2$, so $\theta\le\pi/4$. The collision focuses precisely when $|\theta|<\theta_c$, with
$$
\theta_c=\arccos\frac{\lambda}{2}.
$$
- For $\lambda\ge2$, the condition $\cos\theta>\lambda/2\ge1$ cannot be met. No non-zero angle is reduced.

In the middle case $\lambda\sin\theta_c=2\cos\theta_c\sin\theta_c=\sin2\theta_c\le1$, so the critical angle is within the range of hits. Just below $\lambda=2$, the expansion $\cos\theta_c\approx1-\theta_c^2/2$ gives $\theta_c\approx\sqrt{2-\lambda}$. The focusing range closes as a square root.

A smaller angle does not mean a good transfer of energy. At the critical angle $\phi=2\theta_c$, and the struck atom receives the fraction $\cos^2 2\theta_c$. This can be small, as the numbers below show.

### Convergence along the row

One reduced angle does not yet prove that the whole sequence tends to zero. Let

$$
f(\theta)=\arcsin(\lambda\sin\theta)-\theta,
\qquad
f'(\theta)=\frac{\lambda\cos\theta}{\sqrt{1-\lambda^2\sin^2\theta}}-1 .
$$

With $y=\sin^2\theta$, the square of the fraction is $g(y)=\lambda^2(1-y)/(1-\lambda^2y)$, and

$$
\frac{dg}{dy}
=\lambda^2\,\frac{-(1-\lambda^2y)+\lambda^2(1-y)}{(1-\lambda^2y)^2}
=\frac{\lambda^2(\lambda^2-1)}{(1-\lambda^2y)^2}>0 .
$$

Hence $f'$ increases with $\theta$. Since $f(0)=0$, the integral of $f'$ from zero to $\theta$ is smaller than $\theta f'(\theta)$. Therefore

$$
\frac{d}{d\theta}\left(\frac{f}{\theta}\right)
=\frac{\theta f'-f}{\theta^2}>0 .
$$

The reduction factor $f/\theta$ is smallest near the row and rises with angle. If the first collision gives $\rho=|\theta_1/\theta_0|<1$, every later factor is at most $\rho$, and

$$
|\theta_n|\le\rho^{\,n}|\theta_0| .
$$

The sequence converges to the row, and its successive ratios tend to $-(\lambda-1)$. Conversely, if the first factor exceeds one, later factors are larger still, and the angle grows until an atom misses.

### Energy kept by the pulse

After $N$ collisions,

$$
\frac{E_N}{E_0}=\prod_{n=0}^{N-1}\left(1-\lambda^2\sin^2\theta_n\right).
$$

For small angles, $\ln(1-x)\approx-x$ and $\theta_n^2\approx(\lambda-1)^{2n}\theta_0^2$. The geometric series for an unending row gives

$$
\ln\frac{E_\infty}{E_0}
\approx-\frac{\lambda^2\theta_0^2}{1-(\lambda-1)^2}
=-\frac{\lambda^2\theta_0^2}{\lambda(2-\lambda)}
=-\frac{\lambda\theta_0^2}{2-\lambda}.
$$

The total loss is finite because the angles fall geometrically. If a small fraction $\varepsilon$ of the energy may be lost, the starting angle in radians must satisfy approximately

$$
|\theta_0|\le\sqrt{\varepsilon\,\frac{2-\lambda}{\lambda}} .
$$

Both results need $\theta_0^2\ll2-\lambda$; nearer to $\lambda=2$ the cubic term in the angle law cannot be dropped.

### A row followed collision by collision

Take $D=3.30$ angstrom and $d=2.127$ angstrom. The second half obtains this diameter from an interatomic repulsion at 4 eV. Then $\lambda=3.30/2.127=1.551$, and the small-angle factor has size 0.551. The critical angle is $\arccos(0.776)=39.1$ degrees, while hits occur up to $\arcsin(1/1.551)=40.1$ degrees. Nearly every hit thus reduces the angle. At the critical angle, however, the struck atom receives only $\cos^2(78.3^\circ)=0.04$ of the energy.

Start at 10 degrees with 4 eV. For the first collision,

$$
\lambda\sin\theta_0=1.5514\times0.17365=0.2694,
\qquad
\phi=15.63^\circ .
$$

The struck atom leaves at $10-15.63=-5.63$ degrees with energy $4(1-0.2694^2)=3.710$ eV. Repeating the two laws with $d$ fixed gives:

| Collisions | Angle (degrees) | Energy (eV) |
|---:|---:|---:|
| 0 | 10.00 | 4.000 |
| 1 | −5.63 | 3.710 |
| 2 | 3.12 | 3.624 |
| 3 | −1.73 | 3.598 |
| 4 | 0.95 | 3.590 |
| 5 | −0.53 | 3.588 |
| 6 | 0.29 | 3.587 |

The first ratio, 0.563, is slightly above the small-angle value, as the rise of $f/\theta$ requires. Most of the energy loss occurs in the first collision, where the angle is largest. After 60 collisions the energy is still 3.587 eV. The small-angle formula gives 3.600 eV; its predicted loss, 0.400 eV, is about 3 % below the loss of 0.413 eV found from the full laws.

## From hard spheres to an atomic row

### Quantities carried over

The row has spacing $D$, collision diameter $d$ and ratio $\lambda=D/d$. An atom leaving at angle $\theta$ with energy $E$ drives its neighbour at $\theta'=\theta-\arcsin(\lambda\sin\theta)$ with energy $E(1-\lambda^2\sin^2\theta)$. For small angles $\theta'=-(\lambda-1)\theta$, which shrinks when $D<2d$. It remains to find $d$ for atoms that repel smoothly, and to see how far the replacement by hard spheres can be trusted. The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge are one.

### The effective diameter

Let $V(r)$ be a repulsion that decreases with distance and vanishes, together with its force, at $r=D$ and beyond. An atom with energy $E=mv^2/2$ approaches an equal atom at rest. The reduced mass is $m/2$, so the energy of relative motion is

$$
\frac12\,\frac m2\,v^2=\frac E2 .
$$

In a head-on collision the relative motion stops for an instant at the smallest distance. Taking this distance as the effective diameter gives

$$
V(d)=\frac E2 .
$$

Since $V$ decreases with distance, $d>D/2$ is equivalent to $V(d)<V(D/2)$. The hard-sphere condition becomes an upper limit on energy,

$$
E<E_f=2V(D/2).
$$

Fast atoms approach more closely, have a smaller diameter and focus less. As the pulse loses energy, $d$ grows and $\lambda$ falls. At a given angle $\arcsin(\lambda\sin\theta)$ then falls too, so a pulse that focuses at the start continues to do so.

### What softness does to one collision

A head-on distance cannot represent the whole deflection. Consider a pair that starts at separation $D$, with the moving atom tilted by a small positive $\theta$. The vector $\mathbf r$ from the moving atom to its neighbour first points along the row. The relative motion has speed $v$ and impact parameter $b=D\sin\theta$. If $\chi$ is the angle through which $\mathbf r$ has turned, conservation of angular momentum and of energy gives

$$
r^2\dot\chi=vb,
\qquad
\frac m4\left(\dot r^2+r^2\dot\chi^2\right)+V=\frac E2 .
$$

Division of the second equation by $E/2=mv^2/4$ and use of the first give, on the way in,

$$
\dot r=-v\sqrt{1-\frac{2V}{E}-\frac{b^2}{r^2}} .
$$

The path of $\mathbf r$ is symmetric about its direction at closest approach. The force on the struck atom acts along $\mathbf r$, and its components at right angles to that direction cancel between approach and separation. The struck atom therefore leaves along the direction of closest approach. The neighbour moves downward relative to the incoming atom, so this direction lies below the row, at

$$
\theta'=-\int_{r_0}^{D}\frac{b\,dr}{r^2\sqrt{1-2V/E-b^2/r^2}},
$$

where the square root vanishes at $r_0$. Its zero is simple because the repulsive force there is not zero. With $r=r_0+s^2$ the integrand becomes regular and depends smoothly on $b^2$. To first order in $\theta$ one may therefore put $b=D\theta$ outside and $b=0$ inside, where $r_0$ becomes $d$. Thus $\theta'=-q\theta$, with

$$
q=D\int_d^D\frac{dr}{r^2\sqrt{1-2V(r)/E}} .
$$

For hard spheres $V=0$ down to $d$, and $q=D(1/d-1/D)=\lambda-1$, as before. For a soft repulsion the root is smaller than one wherever $V>0$, so

$$
q>\lambda-1 .
$$

The reason is the time spent near contact. The rate of turning, $vb/r^2$, is the same function of distance in both cases, but a soft repulsion slows the approach and gives the line of centres longer to turn. In a pair collision, softness weakens focusing.

For computation, $r=d+s^2$ removes the singular end point:

$$
q=D\int_0^{\sqrt{D-d}}
\frac{2s\,ds}{(d+s^2)^2\sqrt{1-2V(d+s^2)/E}} .
$$

### A scandium row

Scandium has one stable isotope, which suits the assumption of equal masses. Its spacing along a close-packed row is taken as 3.30 angstrom, a rough typical value. The repulsion is built from the Ziegler–Biersack–Littmark universal potential, which for equal atoms of atomic number $Z$ is

$$
V_Z(r)=\frac{Z^2}{r}\sum_{i=1}^4c_i e^{-\beta_i r/a},
\qquad
a=\frac{0.8854}{2Z^{0.23}},
$$

with $c_i=(0.1818,\,0.5099,\,0.2802,\,0.02817)$ and $\beta_i=(3.2,\,0.9423,\,0.4029,\,0.2016)$. For $Z=21$ the length $a$ is 0.116 angstrom. At the spacing $D$ this potential is still 0.184 eV and its force $F_Z=-V_Z'$ is 0.384 eV per angstrom. In the resting crystal such forces balance. The model represents this by

$$
V(r)=V_Z(r)-V_Z(D)+F_Z(D)(r-D),\qquad r<D,
$$

and $V=0$ beyond. Value and slope vanish at $D$. The cut is a modelling choice, and the energies below depend on it. They depend even more on the potential itself. The universal form is an average over many pairs of atoms, intended for faster collisions, and at a few eV its error for a particular metal can be large. The numbers below therefore illustrate the method; they are not reliable focusing limits for scandium.

Solving $V(d)=2$ eV numerically for an atom of 4 eV gives $d=2.127$ angstrom (0.2127 nm). Since $2d=4.25$ angstrom exceeds $D$, the hard-sphere row focuses. Its energy limit is $E_f=17.9$ eV. Setting $q=1$ instead, with the integral evaluated by quadrature, gives a soft-pair limit of 6.5 eV, lower by a factor of 2.7.

A pair calculation still lets each collision finish before the next begins. To remove this restriction, Newton's equations were integrated for nine atoms with $V$ between neighbours, starting at 0.001 radian. The deviation was read from the direction of the total impulse passed across each bond. The last column gives the mean reduction factor per bond between the second and seventh bonds.

| Energy (eV) | $\lambda-1$ | Soft pair $q$ | Soft row |
|---:|---:|---:|---:|
| 2 | 0.41 | 0.62 | 0.52 |
| 4 | 0.55 | 0.83 | 0.70 |
| 8 | 0.73 | 1.08 | 0.94 |

The energy is that of the first atom. At all three energies the soft row lies between the other two estimates. At 8 eV the pair estimate predicts growth, while the row still focuses weakly. The row differs from the isolated pair in that its collisions overlap: a struck atom pushes the next one before its own collision has ended. The calculation includes this overlap but does not trace how it changes the factor. One visible effect is that, for a 4 eV start, the largest kinetic energy reached by an atom of the row settles near 2.8 eV, so these are not 4 eV pair collisions. The mean factor of the isolated row passes one between 9 and 10 eV.

At 4 eV the impulse angles, divided by the starting angle, are −0.85, 0.63, −0.45, 0.31, −0.22, 0.15, −0.11 and 0.07. The alternation of sign survives. At this mean factor a tenfold reduction takes $\ln10/(-\ln0.70)\approx6.5$ bonds, against 3.9 collisions for hard spheres at small angles. For this row the hard-sphere rule gives the right kind of behaviour at 4 eV, but it overstates the rate of focusing.

### Thermal displacements

Warm atoms are off their sites when struck. Let $u_n$ be the sideways displacement of atom $n$ along one axis. For small angles, atom $n$ reaches the height $u_n+(D-d)\theta_n$ at contact. The line of centres, of length $d$, then has the slope

$$
\theta_{n+1}=\frac{u_{n+1}-u_n-(D-d)\theta_n}{d}
=-\kappa\theta_n+w_n,
$$

with $\kappa=\lambda-1$ and $w_n=(u_{n+1}-u_n)/d$. Displacements along the row enter at second order. Take the $u_n$ as independent, with mean zero and variance $\sigma^2$. The angle $\theta_n$ contains $u_n/d$ from the preceding collision and does not contain $u_{n+1}$, so

$$
\langle\theta_nw_n\rangle=-\frac{\sigma^2}{d^2},
\qquad
\langle w_n^2\rangle=\frac{2\sigma^2}{d^2}.
$$

In the steady state $S=\langle\theta_n^2\rangle$ is the same at every atom. Squaring the recursion and averaging gives

$$
S=\kappa^2S+\frac{2\kappa\sigma^2}{d^2}+\frac{2\sigma^2}{d^2}
\;\Rightarrow\;
S=\frac{2(1+\kappa)\sigma^2}{(1-\kappa^2)d^2}
=\frac{2\sigma^2}{(2-\lambda)d^2}.
$$

The fractional energy loss is $\phi^2$ to leading order, where $\phi=\theta_n-\theta_{n+1}=\lambda\theta_n-w_n$. Its mean for one axis is

$$
\langle\phi^2\rangle
=\lambda^2S+\frac{2\lambda\sigma^2}{d^2}+\frac{2\sigma^2}{d^2}
=\frac{\sigma^2}{d^2}\,\frac{4+2\lambda}{2-\lambda}.
$$

Thermal disorder thus leaves a steady spread of angles and a continuing loss. Both grow without limit in this linear theory as $\lambda$ approaches 2.

The variance follows from the Debye model. A harmonic mode of frequency $\omega$ contributes $\coth(\omega/2kT)/(2m\omega)$, and the normalised mode density is $3\omega^2/\omega_D^3$. With $k\Theta=\omega_D$ and $\coth(x/2)=1+2/(e^x-1)$, integration gives

$$
\sigma^2=\frac{3}{mk\Theta}\left[\frac14+\left(\frac T\Theta\right)^2
\int_0^{\Theta/T}\frac{x\,dx}{e^x-1}\right].
$$

For a rough Debye temperature $\Theta=360$ K and a lattice at 300 K, $\sigma=0.088$ angstrom. At 4 eV, $\sigma/d=0.0415$, and the linear theory gives an rms angle of $0.0415\sqrt{2/0.449}=0.088$ radian, or 5.0 degrees per axis. To leading order the loss for both axes is $2(0.0415)^2(7.10/0.449)\approx0.054$, or about 5 % per collision; three-dimensional ray tracing of hard spheres at this $\sigma$ gives 5.3 degrees and 5.7 %. These are hard-sphere values. The soft row focuses more weakly, and its linear response to frozen sideways displacements of the same size gives about 8 degrees per axis.

The struck atom also keeps its sideways thermal velocity. The flight before contact, 1.17 angstrom in 28.3 fs, has speed 0.041 angstrom per fs. In the classical limit the thermal speed per axis is $\sigma\omega_D/\sqrt3$; with a Debye period of 133 fs this is 0.0024 angstrom per fs. Their ratio is $\tau=0.058$ radian. As independent noise it adds $\tau^2/(1-\kappa^2)$ to $S$ and raises the rms angle to about 6.4 degrees. The added misalignment loss is $\lambda\tau^2/(2-\lambda)$ per axis, while the retained motion returns $\tau^2$. In this small-angle estimate the net loss rises to about 7 % per collision.

### Reading the result for a real target

The starting energy of 4 eV represents a slow recoil beneath a sputtered surface. The cold, isolated hard-sphere row keeps 3.59 eV of it after a 10 degree start. A real scandium row departs from the model in ways that can be sized at the same energy:

- Neighbouring rows, placed in an ideal hexagonal close-packed lattice with the same $V$, add a potential energy that has climbed to 0.38 eV when the first flight ends at contact, about 10 % of the starting energy. They are not arranged symmetrically about the row. Their sideways force, integrated along the undeflected path and divided by $2E$, turns the atom by 1.5 degrees. Both numbers are for fixed neighbours. When the row and its neighbours all move under $V$, in a cluster of about 200 atoms, the largest kinetic energy of successive row atoms falls from 2.4 eV at the first struck atom to 0.8 eV at the sixth, about 0.3 eV per bond.
- The Lindhard–Scharff formula for electronic stopping, extrapolated to this low speed, gives a loss of 0.21 eV per flight, about 5 %. The extrapolation is uncertain.
- The growth of $d$ as the energy falls to 3.59 eV is minor: $d$ becomes 2.161 angstrom, and $\lambda-1$ changes from 0.55 to 0.53.

Thermal, side-row and electronic effects are each comparable with or larger than the loss per collision in the later part of the cold sequence. The nearly constant energy in the first table is therefore a property of the isolated hard-sphere row, not a prediction for a target at 300 K. Cohesion, surface damage and correlations between thermal displacements are also absent.

For an implementation, $V(d)=E/2$ and $D<2d$ serve as a first screen for an isolated close-packed row. In a crystal the surrounding atoms can assist focusing, so failing the screen does not by itself rule focusing out. If the row passes, $q$ shows whether softness removes the margin in a pair collision. Where $q$ is near one, as at 8 eV here, the row should be integrated with all its atoms moving, and with its side neighbours. At 12 eV the isolated row has a factor of 1.10, while in the hexagonal cluster the factor for deviations out of the basal plane starts near 1.03 and falls below one within a few atoms. A range along the row also requires the thermal, side-row and electronic losses.
